# Mirror symmetry and the ten-site barrier table for a surface hop: test program

```python
"""
Result under test: a hop (0,0)->(1,0) on a square lattice whose barrier depends on
the ten other sites of the block -1<=x<=2, -1<=y<=1 has 1024 configurations but
only 544 classes under the mirror y -> -y.
Symbols: code = ten-bit occupancy; A, XI, P_REP, Q_BAND, R0 = parameters of the
second-moment tight-binding potential (rounded, rough values for Pd);
d = spacing of hollow sites on the (100) face; S = d/R0. Internal lengths are in d.
The barriers are computed from atomic positions, with no use of the class count.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize, minimize_scalar

A, XI, P_REP, Q_BAND, R0 = 0.175, 1.72, 10.9, 3.74, 0.275   # eV, eV, -, -, nm
TEMPERATURE, PREFACTOR, SHEAR = 400.0, 1.0e13, 0.02
KT = constants.k * TEMPERATURE / constants.e
LAYER = 1 / np.sqrt(2)          # layer spacing of fcc(100) in units of d
NO_IMAGES = 1000                # cell edge so large that a cluster has no images
# Energies closer than this (eV) count as equal: above the rounding error of the
# sums, below the weak many-body terms that separate different classes.
RESOLUTION = 3e-12

# ---------- bulk crystal fixes the lattice spacing ----------
shell = np.array([v for v in itertools.product(range(-7, 8), repeat=3)
                  if sum(v) % 2 == 0 and any(v)]) / np.sqrt(2)
shell_r = np.linalg.norm(shell, axis=1)
shell_r = shell_r[shell_r < 4.9]


def bulk_energy(s):
    return (A * np.exp(-P_REP * (s * shell_r - 1)).sum()
            - XI * np.sqrt(np.exp(-2 * Q_BAND * (s * shell_r - 1)).sum()))


bulk = minimize_scalar(bulk_energy, bounds=(0.9, 1.1), method="bounded",
                       options={"xatol": 1e-9})
S = bulk.x


def repulsion(r):
    return A * np.exp(-P_REP * (S * r - 1))


def band_density(r):
    return XI**2 * np.exp(-2 * Q_BAND * (S * r - 1))


# ---------- frozen surface with a movable hopping atom ----------
def periodic_slab(layers, box):
    atoms = []
    for k in range(layers):
        offset = 0.5 if k % 2 == 0 else 0.0
        atoms += [(i + offset, j + offset, -k * LAYER)
                  for i in range(box) for j in range(box)]
    return np.array(atoms)


def frozen_cluster():
    """Three layers, cut symmetrically about the bridge point (0.5, 0)."""
    atoms = []
    for k in range(3):
        offset = 0.5 if k % 2 == 0 else 0.0
        atoms += [(i + offset, j + offset, -k * LAYER)
                  for i in range(-6, 7) for j in range(-6, 7)
                  if abs(i + offset - 0.5) <= 4 and abs(j + offset) <= 4]
    return np.array(atoms)


def nearest_image(delta, box, shear=0.0):
    delta = np.array(delta, dtype=float)
    delta[..., :2] -= box * np.round(delta[..., :2] / box)
    delta[..., 0] += shear * delta[..., 1]
    return delta


def environment(sites, site_occupancy, shear=0.0):
    """Positions, occupancies and band densities without the hopping atom."""
    base = frozen_cluster()
    pos = np.vstack([base, [(x, y, LAYER) for x, y in sites]])
    occ = np.hstack([np.ones((len(site_occupancy), len(base))), site_occupancy])
    r = np.linalg.norm(nearest_image(pos[:, None] - pos[None], NO_IMAGES, shear),
                       axis=2)
    np.fill_diagonal(r, 1e3)
    return pos, occ, occ @ band_density(r), shear


def hopper_energy(x, y, z, env):
    """Energy gained by adding the hopping atom, one height z per configuration."""
    pos, occ, rho0, shear = env
    lateral = nearest_image(np.array([x, y, 0.0]) - pos, NO_IMAGES, shear)
    r = np.sqrt(lateral[:, 0]**2 + lateral[:, 1]**2
                + (z[:, None] - pos[:, 2])**2)
    phi = band_density(r)
    return (2 * (occ * repulsion(r)).sum(1) - np.sqrt((occ * phi).sum(1))
            - (occ * (np.sqrt(rho0 + phi) - np.sqrt(rho0))).sum(1))


def height_relaxed(x, env):
    """Golden-section search for the best height at (x, 0), all rows at once."""
    lo = np.full(len(env[1]), 0.5)
    hi = np.full(len(env[1]), 1.2)
    g = (np.sqrt(5) - 1) / 2
    for _ in range(36):
        left, right = hi - g * (hi - lo), lo + g * (hi - lo)
        go_left = hopper_energy(x, 0, left, env) < hopper_energy(x, 0, right, env)
        hi = np.where(go_left, right, hi)
        lo = np.where(go_left, lo, left)
    z = (lo + hi) / 2
    return hopper_energy(x, 0, z, env), z


def count_distinct(values, gap=RESOLUTION):
    return 1 + int((np.diff(np.sort(values)) > gap).sum())


# ---------- configurations and symmetry operations from coordinates ----------
sites = ([(x, 1) for x in range(-1, 3)] + [(x, -1) for x in range(-1, 3)]
         + [(-1, 0), (2, 0)])
codes = np.arange(1024)
bits = (codes[:, None] >> np.arange(10)) & 1


def act(operation):
    target = [sites.index(operation(x, y)) for x, y in sites]
    return (bits << np.array(target)).sum(1)


mirror = act(lambda x, y: (x, -y))
reverse = act(lambda x, y: (1 - x, y))
rotate = act(lambda x, y: (1 - x, -y))
classes_mirror = len(set(np.minimum(codes, mirror)))
full_group = np.min([codes, mirror, reverse, rotate], axis=0)
classes_saddle = len(set(full_group))
fixed = int((mirror == codes).sum())
assert fixed == 2**6
assert classes_mirror == (2**10 + 2**6) // 2 == 544
assert classes_saddle == (2**10 + 2**6 + 2**5 + 2**5) // 4 == 288

upper, lower, ends = codes & 15, (codes >> 4) & 15, codes >> 8
high, low = np.maximum(upper, lower), np.minimum(upper, lower)
index = 4 * (high * (high + 1) // 2 + low) + ends
assert set(index) == set(range(544))
assert np.array_equal(index, index[mirror])

# ---------- all 1024 barriers ----------
env = environment(sites, bits)
e_start, z_start = height_relaxed(0.0, env)
e_bridge, z_bridge = height_relaxed(0.5, env)
e_end, _ = height_relaxed(1.0, env)
barrier = e_bridge - e_start
mirror_error = np.abs(barrier - barrier[mirror]).max()
assert mirror_error < 1e-12, mirror_error
n_barriers, n_saddles = count_distinct(barrier), count_distinct(e_bridge)
coarse_barriers = count_distinct(barrier, 1e-8)
coarse_saddles = count_distinct(e_bridge, 1e-8)
assert n_barriers == 544, (n_barriers, coarse_barriers, mirror_error)
assert n_saddles == 288, (n_saddles, coarse_saddles, mirror_error)
order = np.argsort(barrier)
label = np.empty(1024, dtype=int)
label[order] = np.r_[0, np.cumsum(np.diff(barrier[order]) > RESOLUTION)]
assert len(set(zip(label, index))) == 544      # the index labels equal barriers
assert np.abs((e_bridge - e_end) - barrier[reverse]).max() < 1e-9
assert np.abs(barrier - barrier[reverse]).max() > 0.01

# ---------- false reduction: only the number of atoms in each mirror pair ----------
pair_counts = bits[:, :4] + bits[:, 4:8]
count_key = pair_counts @ 3**np.arange(4) + 81 * ends
n_false = len(set(count_key))
rng = np.random.default_rng(5)
row, tips = rng.normal(size=4), rng.normal(size=2)
additive = bits @ np.r_[row, row, tips]
assert count_distinct(additive) == n_false == 324
spread = max(np.ptp(barrier[count_key == k]) for k in set(count_key))
assert spread > 1e-3

# ---------- shear removes the mirrors but keeps the twofold rotation ----------
env_shear = environment(sites, bits, SHEAR)
s_start, _ = height_relaxed(0.0, env_shear)
s_bridge, _ = height_relaxed(0.5, env_shear)
s_barrier = s_bridge - s_start
n_shear, n_shear_saddle = count_distinct(s_barrier), count_distinct(s_bridge)
shear_split = np.abs(s_barrier - s_barrier[mirror]).max()
assert n_shear == 1024, n_shear
assert n_shear_saddle == (1024 + 32) // 2, n_shear_saddle

# ---------- neglected: atoms outside the ten sites ----------
outer = [(x, y) for x in range(-2, 4) for y in range(-2, 3)
         if (x, y) not in sites and (x, y) not in [(0, 0), (1, 0)]]
outer_occ = np.vstack([np.eye(len(outer)), np.ones(len(outer))])
env_outer = environment(outer, outer_occ)
outer_shift = (height_relaxed(0.5, env_outer)[0]
               - height_relaxed(0.0, env_outer)[0] - barrier[0])
inner_shift = barrier[1 << np.arange(10)] - barrier[0]


# ---------- neglected: sideways motion and shifted saddle, frozen surface ----------
def path_barrier(code):
    one = (env[0], env[1][code:code + 1], env[2][code:code + 1], 0.0)

    def energy(x, y, z):
        return hopper_energy(x, y, np.array([z]), one)[0]
    start = minimize(lambda v: energy(*v), [0, 0, 0.7], method="L-BFGS-B",
                     bounds=[(-0.3, 0.3), (-0.3, 0.3), (0.4, 1.2)]).fun
    top = max(minimize(lambda v: energy(x, *v), [0, 0.75], method="L-BFGS-B",
                       bounds=[(-0.3, 0.3), (0.4, 1.2)]).fun
              for x in np.arange(0.1, 0.91, 0.05))
    return top - start


representatives = codes[codes <= mirror]
sample = representatives[::23]
path = np.array([path_barrier(c) for c in sample])
path_mirror = np.array([path_barrier(mirror[c]) for c in sample])
assert np.abs(path - path_mirror).max() < 1e-4   # limited by numerical gradients
assert abs(path[0] - barrier[0]) < 1e-3
path_change = path - barrier[sample]


# ---------- neglected: substrate relaxation and exchange ----------
def slab_energy(pos, box):
    delta = nearest_image(pos[:, None] - pos[None], box)
    r = np.sqrt((delta**2).sum(2))
    np.fill_diagonal(r, 1e3)
    rep, phi = repulsion(r), band_density(r)
    root = np.sqrt(phi.sum(1))
    slope = (-2 * P_REP * S * rep
             + Q_BAND * S * phi * (1 / root[:, None] + 1 / root[None]))
    return rep.sum() - root.sum(), ((slope / r)[..., None] * delta).sum(1)


# the frozen-surface energy must agree with differences of the total energy
test_code = 0b0100100011
present = env[0][env[1][test_code] > 0]
totals = [slab_energy(np.vstack([present, [x, 0, z[test_code]]]), NO_IMAGES)[0]
          for x, z in ((0.0, z_start), (0.5, z_bridge))]
assert abs(totals[1] - totals[0] - barrier[test_code]) < 1e-8

base = periodic_slab(4, 6)
probe = np.vstack([base, [0.1, 0.05, 0.75]])
step = np.zeros_like(probe)
step[-1, 0] = 1e-5
numeric = (slab_energy(probe + step, 6)[0] - slab_energy(probe - step, 6)[0]) / 2e-5
assert abs(numeric - slab_energy(probe, 6)[1][-1, 0]) < 1e-4


def relax(pos, hold_lateral=False, pair=None):
    """Relax the top two layers; 'pair' keeps two atoms related by a rotation."""
    free = np.repeat((pos[:, 2] > -1.5 * LAYER)[:, None], 3, axis=1).astype(float)
    if hold_lateral:
        free[-1, :2] = 0
    flip = np.array([-1, -1, 1])

    def target(v):
        energy, grad = slab_energy(v.reshape(-1, 3), 6)
        grad = grad * free
        if pair:
            shared = (grad[pair[0]] + flip * grad[pair[1]]) / 2
            grad[pair[0]], grad[pair[1]] = shared, flip * shared
        return energy, grad.ravel()
    result = minimize(target, pos.ravel(), jac=True, method="L-BFGS-B",
                      options={"maxiter": 500, "ftol": 1e-13, "gtol": 1e-4})
    assert np.abs(result.jac).max() < 0.02
    return result.fun


e_hollow = relax(np.vstack([base, [0, 0, 0.7]]))
hop_relaxed = relax(np.vstack([base, [0.5, 0, 0.8]]), hold_lateral=True) - e_hollow
swap = np.vstack([base, [0.15, 0.15, 0.55]])
partner = int(np.argmin(np.linalg.norm(base - [0.5, 0.5, 0], axis=1)))
swap[partner] = [0.85, 0.85, 0.55]
exchange = relax(swap, pair=(partner, len(base))) - e_hollow


# ---------- printed numbers ----------
def code_of(*occupied):
    return sum(1 << sites.index(site) for site in occupied)


def rate(energy):
    return PREFACTOR * np.exp(-energy / KT)


edge = code_of(*[(x, -1) for x in range(-1, 3)])
same_side = code_of((0, 1), (1, 1))
opposite = code_of((0, 1), (1, -1))
assert count_key[same_side] == count_key[opposite]
assert index[same_side] != index[opposite]
multiplicity = np.where(representatives == mirror[representatives], 1, 2)
weighted = (multiplicity * barrier[representatives]).sum() / multiplicity.sum()
assert abs(weighted - barrier.mean()) < 1e-9

print(f"potential A, xi: {A}, {XI} eV; p, q: {P_REP}, {Q_BAND}; r0: {R0} nm")
print(f"hop length d: {S * R0:.4f} nm; cubic lattice constant: {S*R0*2**.5:.4f} nm")
print(f"bulk energy per atom: {bulk.fun:.3f} eV")
print(f"temperature: {TEMPERATURE:.0f} K; kT: {KT:.5f} eV; prefactor: {PREFACTOR:.0e} 1/s")
print(f"configurations: {len(codes)}; mirror-symmetric: {fixed}")
print(f"two-member classes: {(multiplicity == 2).sum()}; all classes: {classes_mirror}")
print(f"distinct computed barriers: {n_barriers} (resolution {RESOLUTION:.0e} eV)")
print(f"largest mirror mismatch of barriers: {mirror_error:.1e} eV")
print(f"smallest gap between distinct barriers: "
      f"{np.diff(np.sort(barrier[representatives])).min():.1e} eV")
print(f"saddle classes: {classes_saddle}; distinct computed saddles: {n_saddles}")
print(f"smallest gap between distinct saddles: "
      f"{np.diff(np.sort(e_bridge[np.unique(full_group)])).min():.1e} eV")
print(f"at resolution 1e-8 eV: {coarse_barriers} barriers, {coarse_saddles} saddles")
print(f"classes by pair counts only: {n_false}")
print(f"largest barrier spread inside such a class: {spread:.4f} eV")
print(f"rate ratio for that spread: {np.exp(spread / KT):.3g}")
for name, c in (("isolated atom", 0), ("straight island edge", edge),
                ("two atoms, same side", same_side),
                ("two atoms, opposite sides", opposite)):
    print(f"{name}: code {c}, mirror code {mirror[c]}, index {index[c]}, "
          f"barrier {barrier[c]:.4f} eV, rate {rate(barrier[c]):.3e} 1/s")
print(f"lowest, highest bridge barrier: {barrier.min():.4f}, {barrier.max():.4f} eV")
print(f"configurations with bridge barrier <= 0: {(barrier <= 0).sum()}")
print(f"mean barrier over 1024 configurations: {barrier.mean():.4f} eV")
print(f"unweighted mean over 544 classes: {barrier[representatives].mean():.4f} eV")
print(f"shear {SHEAR}: distinct barriers {n_shear}, distinct saddles {n_shear_saddle}")
print(f"shear: largest splitting of mirror partners: {shear_split:.4f} eV")
for site, shift in zip(sites, inner_shift):
    if site[1] >= 0:
        print(f"barrier shift by one atom at {site}: {shift:+.4f} eV")
worst = int(np.argmax(np.abs(outer_shift[:-1])))
print(f"largest shift by one outer atom: {outer_shift[worst]:+.5f} eV at {outer[worst]}")
print(f"shift by full outer ring of {len(outer)} atoms: {outer_shift[-1]:+.5f} eV")
print(f"path-relaxed barriers: {len(sample)} sampled classes")
print(f"mean absolute change from bridge value: {np.abs(path_change).mean():.4f} eV")
big = int(np.argmax(np.abs(path_change)))
print(f"largest change: {path_change[big]:+.4f} eV (code {sample[big]}, "
      f"bridge barrier {barrier[sample[big]]:.4f} eV)")
print(f"isolated hop with relaxed substrate: {hop_relaxed:.4f} eV")
print(f"change by substrate relaxation: {hop_relaxed - barrier[0]:+.4f} eV")
print(f"symmetric exchange state, relaxed substrate: {exchange:.4f} eV")
print("finished without a failed check")
```

Output:

```
potential A, xi: 0.175, 1.72 eV; p, q: 10.9, 3.74; r0: 0.275 nm
hop length d: 0.2752 nm; cubic lattice constant: 0.3892 nm
bulk energy per atom: -3.939 eV
temperature: 400 K; kT: 0.03447 eV; prefactor: 1e+13 1/s
configurations: 1024; mirror-symmetric: 64
two-member classes: 480; all classes: 544
distinct computed barriers: 544 (resolution 3e-12 eV)
largest mirror mismatch of barriers: 2.2e-14 eV
smallest gap between distinct barriers: 3.5e-09 eV
saddle classes: 288; distinct computed saddles: 288
smallest gap between distinct saddles: 8.6e-08 eV
at resolution 1e-8 eV: 542 barriers, 288 saddles
classes by pair counts only: 324
largest barrier spread inside such a class: 0.0361 eV
rate ratio for that spread: 2.85
isolated atom: code 0, mirror code 0, index 0, barrier 0.6268 eV, rate 1.266e+05 1/s
straight island edge: code 240, mirror code 15, index 480, barrier 0.5512 eV, rate 1.136e+06 1/s
two atoms, same side: code 6, mirror code 96, index 84, barrier 0.5482 eV, rate 1.239e+06 1/s
two atoms, opposite sides: code 66, mirror code 36, index 48, barrier 0.5544 eV, rate 1.036e+06 1/s
lowest, highest bridge barrier: 0.2126, 1.1756 eV
configurations with bridge barrier <= 0: 0
mean barrier over 1024 configurations: 0.6887 eV
unweighted mean over 544 classes: 0.6887 eV
shear 0.02: distinct barriers 1024, distinct saddles 528
shear: largest splitting of mirror partners: 0.0453 eV
barrier shift by one atom at (-1, 1): +0.0059 eV
barrier shift by one atom at (0, 1): +0.1251 eV
barrier shift by one atom at (1, 1): -0.2022 eV
barrier shift by one atom at (2, 1): -0.0007 eV
barrier shift by one atom at (-1, 0): +0.3185 eV
barrier shift by one atom at (2, 0): -0.0153 eV
largest shift by one outer atom: -0.00016 eV at (1, 2)
shift by full outer ring of 18 atoms: -0.00078 eV
path-relaxed barriers: 24 sampled classes
mean absolute change from bridge value: 0.0574 eV
largest change: -0.1829 eV (code 774, bridge barrier 0.8458 eV)
isolated hop with relaxed substrate: 0.6212 eV
change by substrate relaxation: -0.0057 eV
symmetric exchange state, relaxed substrate: 0.8407 eV
finished without a failed check
```
